# Current through an interacting quantum-dot spin valve from spin-resolved spectral functions: test program

```python
"""
Result under test: steady current through an interacting Anderson dot between
collinear ferromagnets, no spin flips, energy-independent contact widths:
  I = (e/h) sum_s w_s * integral dE (fL - fR) A_s(E),  w_s = GL_s GR_s/(GL_s+GR_s)
GL_s, GR_s : contact widths for spin s;  fL, fR : Fermi functions of the leads
A_s = -2 Im Gr_s : interacting spectral function, integral of A_s = 2 pi
less = -i G^<, more = +i G^> : filled and empty parts of A_s (both real)
Energies in meV, hbar = 1 inside; a rate of 1 meV/hbar is converted to nA.
Spin index 0 = majority spin of the left magnet, 1 = minority spin.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import fft, ifft
from scipy.special import expit

MEV = 1e-3 * const.e
NA = const.e * MEV / const.hbar * 1e9          # nA per meV of rate
kB = const.k / MEV                             # meV per K
muB = const.physical_constants["Bohr magneton"][0] / MEV   # meV per T

# ---------------- example parameters (round, rough InAs-dot regime) --------
U, level, temp, bias = 2.0, -0.5, 4.2, 3.0
width_L, width_R, pol = 1.0, 0.8, 0.3
kT = kB * temp
maj_min = np.array([1 + pol, 1 - pol])
gamL = width_L * maj_min
gamR = {"P": width_R * maj_min, "AP": width_R * maj_min[::-1]}

# ---------------- energy grid, zero energy first (FFT order) ---------------
N, dE = 2**15, 0.025
E = np.fft.fftfreq(N) * N * dE
step = np.zeros(N)                             # causal step in time
step[1:N // 2] = 1.0
step[0] = step[N // 2] = 0.5
flat = -0.5j * np.ones(N)                      # wide-band self-energy / width


def fermi(mu):
    return expit(-(E - mu) / kT)


def band(centre, half):
    """Lorentzian band self-energy per unit width, width = 1 at E = 0."""
    return (centre**2 + half**2) / half**2 * 0.5 * half / (E - centre + 1j * half)


def solve(lev, u, gl, gr, fL, fR, hL=flat, hR=flat, second=True):
    """Self-consistent Hartree + second-order self-energy, steady state."""
    emb = gl[:, None] * hL + gr[:, None] * hR
    GL, GR = -2 * gl[:, None] * hL.imag, -2 * gr[:, None] * hR.imag
    fill = GL * fL + GR * fR
    drain = GL * (1 - fL) + GR * (1 - fR)
    n = np.array([0.5, 0.5])
    s_in, s_out = np.zeros((2, N)), np.zeros((2, N))
    pref = (u * dE / (2 * np.pi))**2 if second else 0.0
    for _ in range(800):
        sig = -1j * ifft(step * fft(s_in + s_out))
        Gr = 1 / (E - lev - u * n[::-1, None] - emb - sig)
        less = abs(Gr)**2 * (fill + s_in)
        more = abs(Gr)**2 * (drain + s_out)
        n_new = less.sum(1) / (less + more).sum(1)
        a, b = fft(less), fft(more)
        new_in = pref * ifft(a * a[::-1] * b[::-1].conj()).real
        new_out = pref * ifft(b * b[::-1] * a[::-1].conj()).real
        err = max(abs(n_new - n).max(), abs(new_in - s_in).max(),
                  abs(new_out - s_out).max())
        if err < 1e-11:
            break
        n = n + 0.8 * (n_new - n)
        s_in = s_in + 0.8 * (new_in - s_in)
        s_out = s_out + 0.8 * (new_out - s_out)
    assert err < 1e-11, "self-consistency not reached"
    A = -2 * Gr.imag
    iL, iR = GL * (fL * A - less), GR * (fR * A - less)   # Meir-Wingreen
    meas = dE / (2 * np.pi)
    return dict(A=A, n=n_new, less=less, iL=iL, iR=iR,
                IL=iL.sum(1) * meas, IR=iR.sum(1) * meas,
                reduced=(GL * GR / (GL + GR) * (fL - fR) * A).sum(1) * meas)


def weight(gl, gr):
    return gl * gr / (gl + gr)


fL, fR = fermi(bias / 2), fermi(-bias / 2)
meas = dE / (2 * np.pi)

# ---------------- main test: Meir-Wingreen against reduced form ------------
run, window = {}, {}
for c in ("P", "AP"):
    r = run[c] = solve(level, U, gamL, gamR[c], fL, fR)
    window[c] = ((fL - fR) * r["A"]).sum(1) * meas
    assert abs(r["IL"] + r["IR"]).max() < 1e-8
    assert np.allclose(r["IL"], weight(gamL, gamR[c]) * window[c], rtol=1e-6)
    mix = (gamL[:, None] * fL + gamR[c][:, None] * fR) / (gamL + gamR[c])[:, None]
    assert np.allclose(r["less"].sum(1) * meas, (mix * r["A"]).sum(1) * meas,
                       rtol=1e-6)
I_P, I_AP = run["P"]["IL"].sum(), run["AP"]["IL"].sum()

# Balance fails at single energies only because of inelastic scattering.
hf = solve(level, U, gamL, gamR["P"], fL, fR, second=False)
imbalance = abs(run["P"]["iL"] + run["P"]["iR"]).max() / abs(run["P"]["iL"]).max()
assert imbalance > 1e-3
assert abs(hf["iL"] + hf["iR"]).max() < 1e-8

# ---------------- linear response: equilibrium spectrum is enough ----------
v = 0.02
i_plus = solve(level, U, gamL, gamR["AP"], fermi(v / 2), fermi(-v / 2))["IL"].sum()
i_minus = solve(level, U, gamL, gamR["AP"], fermi(-v / 2), fermi(v / 2))["IL"].sum()
f0 = fermi(0.0)
A_eq = solve(level, U, gamL, gamR["AP"], f0, f0)["A"]
cond_fd = 2 * np.pi * (i_plus - i_minus) / (2 * v)
cond = (weight(gamL, gamR["AP"]) * (f0 * (1 - f0) / kT * A_eq).sum(1)).sum() * dE
assert abs(cond_fd / cond - 1) < 1e-3

# ---------------- energy-dependent contacts --------------------------------
nar = solve(level, U, gamL, gamR["P"], fL, fR, hL=band(1.5, 1.0))
assert abs(nar["IL"] + nar["IR"]).max() < 1e-8
narrow_error = (nar["reduced"] / nar["IL"] - 1)
assert abs(narrow_error).max() > 1e-4          # unequal shapes: form fails
centre, half = 200.0, 400.0
slope = band(centre, half)
lev_gate = level - (width_L + width_R) * slope[0].real   # gate restores mean level
slo = solve(lev_gate, U, gamL, gamR["P"], fL, fR, hL=slope, hR=slope)
assert np.allclose(slo["reduced"], slo["IL"], rtol=1e-6)  # common shape: form holds
band_change = slo["IL"].sum() / I_P - 1
exchange = (gamL + gamR["P"]) * slope[0].real
exchange_split = exchange[1] - exchange[0]
const_w = (weight(gamL, gamR["P"]) * ((fL - fR) * slo["A"]).sum(1) * meas).sum()
const_w_error = const_w / slo["IL"].sum() - 1


# ---------------- exact spectrum at unlimited bias -------------------------
def exact_spectrum(u, gl, gr, s, en):
    """Opposite spin fills at rate gl and empties at rate gr: two-state noise."""
    o = 1 - s
    g = gl[s] + gr[s]
    m00 = en - level + 0.5j * g + 1j * gl[o]
    m11 = en - level - u + 0.5j * g + 1j * gr[o]
    m01, m10 = -1j * gr[o], -1j * gl[o]
    n_o = gl[o] / (gl[o] + gr[o])
    G = ((1 - n_o) * (m11 - m10) + n_o * (m00 - m01)) / (m00 * m11 - m01 * m10)
    return -2 * G.imag


near, inside = abs(E) < 8, abs(E) < bias / 2
dev = []
for u in (U, U / 2):
    A2 = solve(level, u, gamL, gamR["AP"], np.ones(N), np.zeros(N))["A"]
    Ax = np.array([exact_spectrum(u, gamL, gamR["AP"], s, E) for s in (0, 1)])
    dev.append(abs(A2 - Ax)[:, near].max() / Ax[:, near].max())
    if u == U:
        area_error = A2[:, inside].sum() / Ax[:, inside].sum() - 1
assert dev[0] / dev[1] > 5                     # error beyond second order in U

# ---------------- exact master equation, energy-independent fillings -------
low = np.array([[0.0, 1.0], [0.0, 0.0]])
d = [np.kron(low, np.eye(2)), np.kron(np.diag([1.0, -1.0]), low)]
num = [x.T @ x for x in d]


def master(gl, gr, a, b, zeeman=0.0, angle=0.0):
    """Spin-resolved current from the left lead; a, b = lead fillings."""
    H = level * (num[0] + num[1]) + U * num[0] @ num[1]
    H = H + 0.5 * zeeman * (d[0].T @ d[1] + d[1].T @ d[0])
    co, si = np.cos(angle / 2), np.sin(angle / 2)
    right = [co * d[0] + si * d[1], -si * d[0] + co * d[1]]
    one = np.eye(4)
    L = -1j * (np.kron(H, one) - np.kron(one, H.T))
    for ops, g, f in ((d, gl, a), (right, gr, b)):
        for s in (0, 1):
            for J in (np.sqrt(g[s] * f) * ops[s].T, np.sqrt(g[s] * (1 - f)) * ops[s]):
                K = J.T @ J
                L = L + np.kron(J, J) - 0.5 * (np.kron(K, one) + np.kron(one, K.T))
    M = np.vstack([L, one.reshape(1, 16)])
    rhs = np.zeros(17, complex)
    rhs[-1] = 1
    rho = np.linalg.lstsq(M, rhs, rcond=None)[0].reshape(4, 4)
    occ = np.array([np.trace(x @ rho).real for x in num])
    return gl * (a - occ)


for c in ("P", "AP"):
    for a, b in ((1.0, 0.0), (0.9, 0.2)):
        assert np.allclose(master(gamL, gamR[c], a, b),
                           (a - b) * weight(gamL, gamR[c]), atol=1e-10)
w_AP = weight(gamL, gamR["AP"]).sum()
flip_big = master(gamL, gamR["AP"], 1, 0, zeeman=width_L + width_R).sum() / w_AP - 1
assert abs(flip_big) > 0.01                    # spin precession breaks the form
g_factor, stray, tilt = 8.0, 0.05, 10.0
zeeman = g_factor * muB * stray
flip_stray = master(gamL, gamR["AP"], 1, 0, zeeman=zeeman).sum() / w_AP - 1
flip_tilt = master(gamL, gamR["AP"], 1, 0, angle=np.radians(tilt)).sum() / w_AP - 1

# ---------------- current from its definition, U = 0, discrete leads -------
gl0, gr0, e0, W, K = gamL[0], gamR["AP"][0], 0.3, 80.0, 800
ek = (np.arange(K) + 0.5) * 2 * W / K - W
Hm = np.diag(np.concatenate([ek, ek, [e0]]))
Hm[:K, -1] = Hm[-1, :K] = np.sqrt(gl0 * 2 * W / K / (2 * np.pi))
Hm[K:-1, -1] = Hm[-1, K:-1] = np.sqrt(gr0 * 2 * W / K / (2 * np.pi))
ev, vec = np.linalg.eigh(Hm)
occ0 = np.concatenate([expit(-(ek - bias / 2) / kT), expit(-(ek + bias / 2) / kT), [0.0]])


def left_number(t):
    prop = (vec[:K] * np.exp(-1j * ev * t)) @ vec.T
    return (abs(prop)**2 @ occ0).sum()


h = 10 * np.pi / W                             # whole band-edge periods
I_time = -(left_number(10 + h) - left_number(10 - h)) / (2 * h)
A0 = (gl0 + gr0) / ((E - e0)**2 + (gl0 + gr0)**2 / 4)
I_free = gl0 * gr0 / (gl0 + gr0) * ((fL - fR) * A0).sum() * meas
assert abs(I_time / I_free - 1) < 0.01         # finite band and level spacing

# ---------------- second orbital, noninteracting estimate ------------------
spacing = 10.0
en, df = E[abs(E) < 10], (fL - fR)[abs(E) < 10]
orbital = []
for sign in (1.0, -1.0):
    one_lev = two_lev = 0.0
    for s in (0, 1):
        e1 = level + U * run["P"]["n"][1 - s]
        gl, gr = gamL[s], gamR["P"][s]
        vl, vr = np.array([1.0, 1.0]), np.array([1.0, sign])
        inv = en[:, None, None] * np.eye(2) - np.diag([e1, e1 + spacing]) \
            + 0.5j * (gl * np.outer(vl, vl) + gr * np.outer(vr, vr))
        amp = np.einsum("i,nij,j->n", vl, np.linalg.inv(inv), vr)
        two_lev += (gl * gr * abs(amp)**2 * df).sum()
        one_lev += (gl * gr / ((en - e1)**2 + (gl + gr)**2 / 4) * df).sum()
    orbital.append(two_lev / one_lev - 1)

# ---------------- printed numbers ------------------------------------------
print(f"U = {U} meV, bare level = {level} meV, bias = {bias} mV")
print(f"temperature = {temp} K, kT = {kT:.4f} meV, polarization = {pol}")
print(f"mean widths L, R = {width_L}, {width_R} meV")
print(f"current per meV of rate (e/hbar) = {NA:.2f} nA")
for c in ("P", "AP"):
    w = weight(gamL, gamR[c])
    for s, name in ((0, "spin 0"), (1, "spin 1")):
        print(f"{c} {name}: widths L, R = {gamL[s]:.3f}, {gamR[c][s]:.3f} meV,"
              f" weight = {w[s]:.5f} meV")
        print(f"{c} {name}: occupation = {run[c]['n'][s]:.4f},"
              f" window int (fL-fR)A/2pi = {window[c][s]:.5f}")
        print(f"{c} {name}: Meir-Wingreen L = {run[c]['IL'][s]*NA:.4f} nA,"
              f" R = {run[c]['IR'][s]*NA:.4f} nA, reduced = {w[s]*window[c][s]*NA:.4f} nA")
    print(f"{c}: sum of weights = {w.sum():.5f} meV")
print(f"total current P = {I_P*NA:.3f} nA, AP = {I_AP*NA:.3f} nA")
print(f"magnetoresistance (I_P-I_AP)/I_AP = {100*(I_P/I_AP-1):.2f} %")
w_ratio = weight(gamL, gamR["P"]).sum() / w_AP - 1
print(f"same ratio from sums of weights alone = {100*w_ratio:.2f} %")
print(f"P: largest L+R imbalance at one energy / peak of L = {100*imbalance:.2f} %")
print(f"P: Hartree-only current = {hf['IL'].sum()*NA:.3f} nA")
print(f"AP linear conductance: formula = {cond:.5f}, from currents = {cond_fd:.5f} e^2/h")
print(f"narrow left band (centre 1.5, half-width 1.0 meV), error of form:"
      f" spin 0 {100*narrow_error[0]:.3f} %, spin 1 {100*narrow_error[1]:.3f} %")
print(f"U=0 discrete leads: -dN_L/dt = {I_time*NA:.3f} nA, formula = {I_free*NA:.3f} nA")
print(f"unlimited bias, AP: largest spectral error / peak: U = {U} meV {100*dev[0]:.2f} %,"
      f" U = {U/2} meV {100*dev[1]:.3f} %")
print(f"unlimited bias, AP: error of spectral area within +-{bias/2} meV ="
      f" {100*area_error:.2f} %")
print("Neglected effects (relative change of current):")
print(f"precession energy {width_L+width_R:.1f} meV, AP, unlimited bias: {100*flip_big:.2f} %")
print(f"stray transverse field {stray} T, g = {g_factor} ({zeeman:.4f} meV):"
      f" {100*flip_stray:.4f} %")
print(f"magnets {tilt:.0f} degrees off antiparallel, unlimited bias: {100*flip_tilt:.3f} %")
print(f"sloping lead bands (centre {centre:.0f}, half-width {half:.0f} meV), P:"
      f" {100*band_change:.3f} %")
print(f"  exchange splitting E(spin 1)-E(spin 0) = {exchange_split:.4f} meV")
print(f"  error of constant weights with that run's spectrum = {100*const_w_error:.4f} %")
print(f"second orbital {spacing:.0f} meV higher, P, U=0 estimate: equal signs"
      f" {100*orbital[0]:.2f} %, opposite signs {100*orbital[1]:.2f} %")
print("PASS")
```

Printed output:

```
U = 2.0 meV, bare level = -0.5 meV, bias = 3.0 mV
temperature = 4.2 K, kT = 0.3619 meV, polarization = 0.3
mean widths L, R = 1.0, 0.8 meV
current per meV of rate (e/hbar) = 243.41 nA
P spin 0: widths L, R = 1.300, 1.040 meV, weight = 0.57778 meV
P spin 0: occupation = 0.4718, window int (fL-fR)A/2pi = 0.48260
P spin 0: Meir-Wingreen L = 67.8723 nA, R = -67.8723 nA, reduced = 67.8723 nA
P spin 1: widths L, R = 0.700, 0.560 meV, weight = 0.31111 meV
P spin 1: occupation = 0.4811, window int (fL-fR)A/2pi = 0.62321
P spin 1: Meir-Wingreen L = 47.1945 nA, R = -47.1945 nA, reduced = 47.1945 nA
P: sum of weights = 0.88889 meV
AP spin 0: widths L, R = 1.300, 0.560 meV, weight = 0.39140 meV
AP spin 0: occupation = 0.5823, window int (fL-fR)A/2pi = 0.55392
AP spin 0: Meir-Wingreen L = 52.7725 nA, R = -52.7725 nA, reduced = 52.7725 nA
AP spin 1: widths L, R = 0.700, 1.040 meV, weight = 0.41839 meV
AP spin 1: occupation = 0.3659, window int (fL-fR)A/2pi = 0.53850
AP spin 1: Meir-Wingreen L = 54.8420 nA, R = -54.8420 nA, reduced = 54.8420 nA
AP: sum of weights = 0.80979 meV
total current P = 115.067 nA, AP = 107.614 nA
magnetoresistance (I_P-I_AP)/I_AP = 6.93 %
same ratio from sums of weights alone = 9.77 %
P: largest L+R imbalance at one energy / peak of L = 6.71 %
P: Hartree-only current = 124.592 nA
AP linear conductance: formula = 1.21538, from currents = 1.21536 e^2/h
narrow left band (centre 1.5, half-width 1.0 meV), error of form: spin 0 -1.137 %, spin 1 -1.763 %
U=0 discrete leads: -dN_L/dt = 56.910 nA, formula = 56.683 nA
unlimited bias, AP: largest spectral error / peak: U = 2.0 meV 6.29 %, U = 1.0 meV 0.949 %
unlimited bias, AP: error of spectral area within +-1.5 meV = 1.36 %
Neglected effects (relative change of current):
precession energy 1.8 meV, AP, unlimited bias: 4.89 %
stray transverse field 0.05 T, g = 8.0 (0.0232 meV): 0.0016 %
magnets 10 degrees off antiparallel, unlimited bias: 0.074 %
sloping lead bands (centre 200, half-width 400 meV), P: -0.086 %
  exchange splitting E(spin 1)-E(spin 0) = 0.2700 meV
  error of constant weights with that run's spectrum = -0.0408 %
second orbital 10 meV higher, P, U=0 estimate: equal signs 1.74 %, opposite signs -3.11 %
PASS
```
